# Twist angle and the light cone of K-K interlayer excitons: verification in Python

```python
"""
Result under test: in a twisted bilayer of equal hexagonal lattices (constant a),
a K-K interlayer exciton with zero kinetic energy lies outside the vacuum light
cone when 2 K sin(theta/2) > E/(hbar c), K = 4 pi/(3 a), i.e. for twists above
theta_c = 2 arcsin(3 a E / (8 pi hbar c)).
Symbols: E emission energy, theta twist, P exciton momentum/hbar measured from
the energy minimum, q in-plane photon wavevector, M exciton mass.
Units inside the program: nm, 1/nm, eV, K, degrees.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigsh

HBAR_C = const.hbar * const.c / const.e * 1e9            # eV nm
HBAR2_M0 = const.hbar**2 / const.m_e / const.e * 1e18    # eV nm^2
KB = const.k / const.e                                 # eV/K

# ---- inputs (the last six are rough values for the MoSe2/WSe2 regime) ----
a = 0.33
E = 1.4
mass = 1.0            # exciton mass in free-electron masses
well = 0.050          # moire potential, valley to peak
mismatch = 0.001
index = 2.1
T_cold, T_room = 4.0, 300.0


def rotation(deg):
    t = np.radians(deg)
    return np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])


def lattice(const_a, deg):
    """Primitive vectors as columns."""
    return rotation(deg) @ (const_a * np.array([[1, 0.5], [0, np.sqrt(3) / 2]]))


def reciprocal(A):
    return 2 * np.pi * np.linalg.inv(A).T


def corner(A):
    """Zone corner: the point equidistant from 0, b1 and b1+b2."""
    B = reciprocal(A)
    pts = np.array([B[:, 0], B[:, 0] + B[:, 1]])
    return np.linalg.solve(2 * pts, np.sum(pts**2, axis=1))


def separation(deg, delta=0.0):
    """Electron-layer corner minus hole-layer corner, from explicit lattices."""
    return corner(lattice(a * (1 + delta), deg)) - corner(lattice(a, 0.0))


# ---- derived formulas ----
K = 4 * np.pi / (3 * a)
q0 = E / HBAR_C
wavelength = 2 * np.pi / q0
theta_c = np.degrees(2 * np.arcsin(3 * a * E / (8 * np.pi * HBAR_C)))


def shift(deg):
    return 2 * K * np.sin(np.radians(deg) / 2)


# ---- test: kinetic energy separates, and the pair difference is P ----
me, mh, P, k = sp.symbols("m_e m_h P k", positive=True)
ke = me / (me + mh) * P + k
kh = -mh / (me + mh) * P + k
pair_energy = ke**2 / (2 * me) + kh**2 / (2 * mh)
split_energy = P**2 / (2 * (me + mh)) + k**2 * (me + mh) / (2 * me * mh)
assert sp.simplify(pair_energy - split_energy) == 0
assert sp.simplify(ke - kh - P) == 0

# ---- test: momentum rule from direct Bloch sums on a commensurate torus ----
A1 = lattice(1.0, 0.0)
tile = A1 @ np.array([[2, -1], [1, 3]])
other = A1 @ np.array([1, 2])
twist = np.degrees(np.arctan2(tile[1, 0], tile[0, 0])
                   - np.arctan2(other[1], other[0]))
A2 = lattice(1.0, twist)
torus = 3 * tile


def sites(A):
    n = np.array([(i, j) for i in range(-25, 26) for j in range(-25, 26)])
    r = n @ A.T
    f = r @ np.linalg.inv(torus).T
    return r[np.all((f > -1e-9) & (f < 1 - 1e-9), axis=1)]


R1, R2 = sites(A1), sites(A2)
assert len(R1) == len(R2) == 63
width = 0.3
hop = np.zeros((len(R2), len(R1)))
for i in range(-2, 3):
    for j in range(-2, 3):
        d = R2[:, None, :] - R1[None, :, :] + torus @ np.array([i, j])
        hop += np.exp(-np.sum(d**2, axis=2) / (2 * width**2))
Q = reciprocal(torus)
G1 = np.array([(i, j) for i in range(-8, 9) for j in range(-8, 9)]) @ reciprocal(A1).T
cell_area = abs(np.linalg.det(A1))
k_el = Q @ np.array([2, 1])
q_ph = Q @ np.array([1, 0])
allowed = forbidden = 0
for i in range(-5, 6):
    for j in range(-5, 6):
        k_ho = Q @ np.array([i, j])
        direct = (np.exp(-1j * R2 @ (k_ho + q_ph)) @ hop
                  @ np.exp(1j * R1 @ k_el)) / len(R2)
        p = k_el + G1
        turns = (p - k_ho - q_ph) @ A2 / (2 * np.pi)
        match = np.all(np.abs(turns - np.round(turns)) < 1e-6, axis=1)
        ft = 2 * np.pi * width**2 * np.exp(-np.sum(p**2, axis=1) * width**2 / 2)
        rule = np.sum(ft[match]) / cell_area
        assert abs(direct - rule) < 1e-9
        allowed += bool(match.any())
        forbidden += not match.any()
assert allowed > 0 and forbidden > 0

# ---- test: corner separation, umklapp shells, twist near 60 degrees ----
for deg in (0.02, 0.5, 3.0):
    assert abs(np.linalg.norm(separation(deg)) / shift(deg) - 1) < 1e-8
n = np.array([(i, j) for i in range(-4, 5) for j in range(-4, 5)])


def all_points(A, sign=1):
    return sign * corner(A) + n @ reciprocal(A).T


def distances(p1, p2):
    return np.sort(np.linalg.norm(p1[:, None] - p2[None], axis=2).ravel())


hole_layer = lattice(a, 0.0)
shells = distances(all_points(lattice(a, theta_c)), all_points(hole_layer))[:12] / q0
assert np.allclose(shells, [1] * 3 + [2] * 3 + [np.sqrt(7)] * 6, atol=1e-6)
turned = lattice(a, 60 + theta_c)
near60 = min(distances(all_points(turned, s), all_points(hole_layer))[0]
             for s in (1, -1))
assert abs(near60 / q0 - 1) < 1e-6

# ---- test: critical twist by root search, and moire period there ----
root = brentq(lambda t: np.linalg.norm(separation(t)) - q0, 1e-4, 1.0, xtol=1e-13)
assert abs(root / theta_c - 1) < 1e-7
moire_g = reciprocal(lattice(a, theta_c)) - reciprocal(hole_layer)
period = np.linalg.norm(reciprocal(moire_g)[:, 0])
assert abs(period / (2 * wavelength / 3) - 1) < 1e-7
assert shift(0.030) < q0 < shift(0.035)

# ---- test: lattice mismatch ----
K_el = K / (1 + mismatch)
cosine_rule = np.sqrt(K**2 + K_el**2 - 2 * K * K_el * np.cos(np.radians(0.5)))
assert abs(np.linalg.norm(separation(0.5, mismatch)) / cosine_rule - 1) < 1e-8
delta_c = (q0 / K) / (1 - q0 / K)
root_delta = brentq(lambda d: np.linalg.norm(separation(0.0, d)) - q0, 1e-6, 0.01,
                    xtol=1e-15)
assert abs(root_delta / delta_c - 1) < 1e-7
scan = [np.linalg.norm(separation(t, mismatch)) for t in np.linspace(-1, 1, 201)]
least_shift = K - K_el
assert abs(min(scan) / least_shift - 1) < 1e-8 and least_shift > q0

# ---- test: thermal population of one displaced light cone ----
h2M = HBAR2_M0 / mass


def kinetic(wavevector):
    return h2M * wavevector**2 / 2


def population(deg, T):
    d = shift(deg)
    norm = h2M / (2 * np.pi * KB * T)

    def density(r, phi):
        p2 = r**2 + d**2 - 2 * r * d * np.cos(phi)
        return r * norm * np.exp(-h2M * p2 / (2 * KB * T))
    return dblquad(density, 0, 2 * np.pi, 0, q0, epsabs=1e-12)[0]


pop = {deg: population(deg, T_cold) for deg in (0.0, theta_c, 1.0)}
for deg, value in pop.items():
    estimate = kinetic(q0) / (KB * T_cold) * np.exp(-kinetic(shift(deg)) / (KB * T_cold))
    # the estimate takes the density as constant across the small disc
    assert abs(estimate / value - 1) < 0.03


def thermal_twist(T):
    return np.degrees(2 * np.arcsin(np.sqrt(2 * KB * T / h2M) / (2 * K)))


assert abs(kinetic(np.linalg.norm(separation(thermal_twist(T_cold))))
           / (KB * T_cold) - 1) < 1e-7

# ---- test: exciton localised by the moire potential at the critical twist ----
V1 = well / 9
g_len = 4 * np.pi / (np.sqrt(3) * period)
quantum = np.sqrt(3 * V1 * g_len**2 * h2M)
loc = np.sqrt(h2M / quantum)
size = 30
side = 2 * size + 1
ij = np.array([(i, j) for i in range(-size, size + 1) for j in range(-size, size + 1)])
rows, cols = [], []
for step in ((1, 0), (0, 1), (1, 1), (-1, 0), (0, -1), (-1, -1)):
    target = ij + np.array(step)
    ok = np.all(np.abs(target) <= size, axis=1)
    rows.append((target[ok, 0] + size) * side + target[ok, 1] + size)
    cols.append(np.flatnonzero(ok))
rows, cols = np.concatenate(rows), np.concatenate(cols)
hopping = coo_matrix((-V1 * np.ones(len(rows)), (rows, cols)),
                     shape=(side**2, side**2)).tocsr()


def ground(quasi):
    """Lowest energy and weight of the component with P = quasi."""
    p = quasi + ij @ moire_g.T
    diag = h2M * np.sum(p**2, axis=1) / 2
    idx = np.arange(side**2)
    H = hopping + coo_matrix((diag, (idx, idx)), shape=hopping.shape).tocsr()
    val, vec = eigsh(H, k=1, which="SA", v0=np.exp(-diag / quantum), ncv=60)
    return val[0], abs(vec[size * side + size, 0])**2


e_mid, w_mid = ground(np.zeros(2))
e_cone, w_cone = ground(-separation(theta_c))
for energy in (e_mid, e_cone):
    assert abs((energy + 6 * V1) / quantum - 1) < 0.01   # anharmonic terms
harmonic_ratio = np.exp(-(loc * q0)**2)
assert abs((1 - w_cone / w_mid) / (1 - harmonic_ratio) - 1) < 0.05
harmonic_weight = abs(np.linalg.det(moire_g)) * loc**2 / np.pi
assert abs(w_mid / harmonic_weight - 1) < 0.02

# ---- wider cone inside a medium ----
theta_medium = np.degrees(2 * np.arcsin(index * q0 / (2 * K)))
assert abs(np.linalg.norm(separation(theta_medium)) / (index * q0) - 1) < 1e-7

# ---- printed numbers ----
print(f"lattice constant a                         {a:.2f} nm")
print(f"emission energy E                          {E:.1f} eV")
print(f"hbar c                                     {HBAR_C:.3f} eV nm")
print(f"vacuum wavelength                          {wavelength:.1f} nm")
print(f"zone-corner wavevector K                   {K:.3f} 1/nm")
print(f"light-cone radius E/(hbar c)               {q0:.6f} 1/nm")
print(f"ratio of light-cone radius to K            {q0/K:.4e}")
print(f"critical twist                             {theta_c:.5f} deg")
print(f"moire period at critical twist             {period:.1f} nm")
for deg in (0.030, 0.035):
    print(f"corner shift at {deg:.3f} deg                  {shift(deg):.6f} 1/nm")
    print(f"shift / light-cone radius at {deg:.3f} deg     {shift(deg)/q0:.4f}")
print(f"polar emission angle at 0.030 deg          "
      f"{np.degrees(np.arcsin(shift(0.030)/q0)):.1f} deg")
print(f"first umklapp shells / shortest shift      "
      f"{shells[0]:.3f} {shells[3]:.3f} {shells[6]:.3f}")
print(f"Bloch-sum test: allowed, forbidden cases   {allowed} {forbidden}")
print(f"critical mismatch at zero twist            {100*delta_c:.4f} %")
print(f"assumed rough mismatch                     {100*mismatch:.1f} %")
print(f"least corner shift with that mismatch      {least_shift:.5f} 1/nm")
print(f"least shift / light-cone radius            {least_shift/q0:.2f}")
print(f"assumed exciton mass                       {mass:.1f} m0")
print(f"kinetic energy at light-cone radius        {1e3*kinetic(q0):.5f} meV")
print(f"thermal energy kT at {T_cold:.0f} K                   {1e3*KB*T_cold:.4f} meV")
for deg, value in pop.items():
    print(f"population of one cone, 4 K, {deg:.3f} deg     {value:.3e}")
print(f"population at critical twist / at zero     {pop[theta_c]/pop[0.0]:.4f}")
print(f"population at 1 deg / at zero              {pop[1.0]/pop[0.0]:.5f}")
print(f"twist where kinetic energy = kT, {T_cold:.0f} K       {thermal_twist(T_cold):.3f} deg")
print(f"twist where kinetic energy = kT, {T_room:.0f} K     {thermal_twist(T_room):.2f} deg")
print(f"assumed moire potential, valley to peak    {1e3*well:.0f} meV")
print(f"oscillator quantum in moire well           {1e3*quantum:.4f} meV")
print(f"same from diagonalisation                  {1e3*(e_cone+6*V1):.4f} meV")
print(f"localisation length in moire well          {loc:.2f} nm")
print(f"inverse light-cone radius                  {1/q0:.1f} nm")
print(f"localised weight ratio, formula            {harmonic_ratio:.5f}")
print(f"localised weight ratio, diagonalisation    {w_cone/w_mid:.5f}")
print(f"assumed refractive index of medium         {index:.1f}")
print(f"critical twist for cone inside medium      {theta_medium:.4f} deg")
print("all good")
```

Printed output:

```
lattice constant a                         0.33 nm
emission energy E                          1.4 eV
hbar c                                     197.327 eV nm
vacuum wavelength                          885.6 nm
zone-corner wavevector K                   12.693 1/nm
light-cone radius E/(hbar c)               0.007095 1/nm
ratio of light-cone radius to K            5.5894e-04
critical twist                             0.03203 deg
moire period at critical twist             590.4 nm
corner shift at 0.030 deg                  0.006646 1/nm
shift / light-cone radius at 0.030 deg     0.9368
corner shift at 0.035 deg                  0.007754 1/nm
shift / light-cone radius at 0.035 deg     1.0929
polar emission angle at 0.030 deg          69.5 deg
first umklapp shells / shortest shift      1.000 2.000 2.646
Bloch-sum test: allowed, forbidden cases   16 105
critical mismatch at zero twist            0.0559 %
assumed rough mismatch                     0.1 %
least corner shift with that mismatch      0.01268 1/nm
least shift / light-cone radius            1.79
assumed exciton mass                       1.0 m0
kinetic energy at light-cone radius        0.00192 meV
thermal energy kT at 4 K                   0.3447 meV
population of one cone, 4 K, 0.000 deg     5.548e-03
population of one cone, 4 K, 0.032 deg     5.518e-03
population of one cone, 4 K, 1.000 deg     2.482e-05
population at critical twist / at zero     0.9945
population at 1 deg / at zero              0.00447
twist where kinetic energy = kT, 4 K       0.429 deg
twist where kinetic energy = kT, 300 K     3.72 deg
assumed moire potential, valley to peak    50 meV
oscillator quantum in moire well           0.4379 meV
same from diagonalisation                  0.4372 meV
localisation length in moire well          13.19 nm
inverse light-cone radius                  140.9 nm
localised weight ratio, formula            0.99128
localised weight ratio, diagonalisation    0.99124
assumed refractive index of medium         2.1
critical twist for cone inside medium      0.0673 deg
all good
```
